# Pseudo-unitary transfer matrices and the transmission eigenvalues of a multichannel conductor: a numerical check

```python
"""
Result under test: for a coherent two-lead conductor with N open channels per
lead and flux-normalized amplitudes, the transfer matrix M obeys
    M^dagger Z M = Z,   Z = diag(1_N, -1_N),
the eigenvalues of Q = M M^dagger are exp(+2x_n), exp(-2x_n), and the
eigenvalues of t t^dagger are T_n = 1/cosh(x_n)^2.
M maps (right-moving, left-moving) amplitudes of the left lead to those of the
right lead. S = [[r, t'], [t, r']] maps incoming to outgoing amplitudes.
Model: square-lattice strip, hopping -1 (energy unit), spacing 1, hbar = 1.
M is found by recursion along the strip, S by a separate linear solve.
"""
import numpy as np

N = 3
E = 0.3
FLUX = 0.7          # magnetic phase per plaquette, rad
ONSITE = np.array([[0.8, -0.5, 0.3], [-0.9, 0.6, 1.0],
                   [0.4, -1.2, 0.7], [-0.3, 0.9, -0.6]])
ABSORPTION = 0.2    # strength of the imaginary potential in the lossy strip

one = np.eye(N)
Z = np.diag([1.0] * N + [-1.0] * N)
H_lead = -(np.eye(N, k=1) + np.eye(N, k=-1))
mode_energy, U = np.linalg.eigh(H_lead)
assert np.all(np.abs(E - mode_energy) < 2), "all channels must be open"
k = np.arccos((mode_energy - E) / 2)
v = 2 * np.sin(k)


def dag(a):
    return a.conj().T


def build_strip(inner_slices, flux):
    """Slice Hamiltonians with one lead slice at each end, and bond matrices."""
    slices = [H_lead] + list(inner_slices) + [H_lead]
    peierls = np.diag(np.exp(1j * flux * (np.arange(N) - (N - 1) / 2)))
    hops = [one] + [peierls] * (len(inner_slices) - 1) + [one]
    return slices, hops


def propagate(strip, before, first):
    """Wave function on successive slices from its values on the first two."""
    slices, hops = strip
    bonds = [one] + list(hops) + [one]
    psi = [before, first]
    for j, h in enumerate(slices):
        rhs = (h - E * one) @ psi[-1] - dag(bonds[j]) @ psi[-2]
        psi.append(np.linalg.solve(bonds[j + 1], rhs))
    return psi, bonds


def lead_waves(phase_first, phase_second, weight):
    """Two neighbouring lead slices as a matrix acting on (right, left) movers."""
    def row(p):
        return np.hstack([U * (p * weight), U * (p.conj() * weight)])
    return np.vstack([row(phase_first), row(phase_second)])


def transfer_matrix(strip, weight):
    unit = np.ones(N, dtype=complex)
    left = lead_waves(np.exp(-1j * k), unit, weight)
    right = lead_waves(unit, np.exp(1j * k), weight)
    psi, _ = propagate(strip, left[:N], left[N:])
    return np.linalg.solve(right, np.vstack([psi[-2], psi[-1]]))


def scattering_matrix(strip):
    """Solve the whole strip at once with outgoing waves in both leads."""
    slices, hops = strip
    size = N * len(slices)
    A = np.zeros((size, size), dtype=complex)
    for j, h in enumerate(slices):
        here = slice(j * N, (j + 1) * N)
        A[here, here] = E * one - h
        if j < len(hops):
            nxt = slice((j + 1) * N, (j + 2) * N)
            A[here, nxt] = hops[j]
            A[nxt, here] = dag(hops[j])
    outgoing = (U * np.exp(1j * k)) @ U.T
    A[:N, :N] += outgoing
    A[-N:, -N:] += outgoing
    ends = np.zeros((size, 2 * N), dtype=complex)
    ends[:N, :N] = U * np.sqrt(v)
    ends[-N:, N:] = U * np.sqrt(v)
    return dag(ends) @ np.linalg.solve(A, 1j * ends) - np.eye(2 * N)


def x_from_transfer(M):
    q = np.linalg.eigvalsh(M @ dag(M))
    return q, 0.5 * np.log(q[N:])


def transmissions(t):
    return np.sort(np.linalg.eigvalsh(t @ dag(t)))[::-1]


def gap(a, b):
    return np.max(np.abs(a - b))


def show(values, digits=6):
    return " ".join(f"{z:.{digits}f}" for z in values)


flux_weight = 1 / np.sqrt(v)
disordered = [H_lead + np.diag(e) for e in ONSITE]
strip = build_strip(disordered, FLUX)

# Current through every bond for a chosen set of left-lead amplitudes
amplitudes = np.array([1.0, 0.5j, 0.0, 0.5, 0.0, 0.2])
net_flux = np.sum(np.abs(amplitudes[:N])**2) - np.sum(np.abs(amplitudes[N:])**2)
start = lead_waves(np.exp(-1j * k), np.ones(N, dtype=complex),
                   flux_weight) @ amplitudes
psi, bonds = propagate(strip, start[:N], start[N:])
currents = np.array([2 * np.imag(psi[j].conj() @ bonds[j] @ psi[j + 1])
                     for j in range(len(bonds))])
assert gap(currents, net_flux) < 1e-10

# Scattering matrix: unitarity and broken time-reversal symmetry
S = scattering_matrix(strip)
r, tp, t, rp = S[:N, :N], S[:N, N:], S[N:, :N], S[N:, N:]
unitarity_error = gap(dag(S) @ S, np.eye(2 * N))
assert unitarity_error < 1e-10
asymmetry = gap(tp, t.T)
assert asymmetry > 1e-2
T = transmissions(t)
T_reverse = transmissions(dag(tp))
assert gap(T, T_reverse) < 1e-10

# Transfer matrix from recursion against blocks built from S
M = transfer_matrix(strip, flux_weight)
tp_inv = np.linalg.inv(tp)
M_from_S = np.block([[t - rp @ tp_inv @ r, rp @ tp_inv],
                     [-tp_inv @ r, tp_inv]])
block_error = gap(M, M_from_S)
assert block_error < 1e-8
assert gap(M[:N, :N], np.linalg.inv(dag(t))) < 1e-8

# Pseudo-unitarity, pairing and the transmission law
pseudo_error = gap(dag(M) @ Z @ M, Z)
pseudo_error_2 = gap(M @ Z @ dag(M), Z)
assert pseudo_error < 1e-8 and pseudo_error_2 < 1e-8
Q = M @ dag(M)
assert gap(np.linalg.inv(Q), Z @ Q @ Z) < 1e-7
q, x = x_from_transfer(M)
pair_products = q * q[::-1]
assert gap(pair_products, 1) < 1e-7
T_from_x = 1 / np.cosh(x)**2
assert gap(T_from_x, T) < 1e-8
block_sum = Q + np.linalg.inv(Q) + 2 * np.eye(2 * N)
zero = np.zeros((N, N))
expected = 4 * np.block([[np.linalg.inv(t @ dag(t)), zero],
                         [zero, np.linalg.inv(dag(tp) @ tp)]])
assert gap(block_sum, expected) < 1e-7

# Barrier felt by one transverse mode only: the other two stay fully open
barrier_height = 1.5
barrier_slices = 3
barrier = H_lead + barrier_height * np.outer(U[:, 0], U[:, 0])
open_strip = build_strip([barrier] * barrier_slices, 0.0)
q_open, x_open = x_from_transfer(transfer_matrix(open_strip, flux_weight))
T_open = transmissions(scattering_matrix(open_strip)[N:, :N])
unit_count = int(np.sum(np.abs(q_open - 1) < 1e-8))
assert unit_count == 4
assert gap(np.sort(1 / np.cosh(x_open)**2), np.sort(T_open)) < 1e-8

# Same disordered strip, amplitudes not divided by sqrt(velocity)
M_raw = transfer_matrix(strip, np.ones(N))
raw_error = gap(dag(M_raw) @ Z @ M_raw, Z)
T_raw = 1 / np.cosh(x_from_transfer(M_raw)[1])**2
assert raw_error > 1e-2 and gap(T_raw, T) > 1e-3

# Same strip with absorption: current is no longer conserved
lossy = build_strip([h - 1j * ABSORPTION * one for h in disordered], FLUX)
M_loss = transfer_matrix(lossy, flux_weight)
loss_error = gap(dag(M_loss) @ Z @ M_loss, Z)
T_loss = transmissions(scattering_matrix(lossy)[N:, :N])
T_loss_x = 1 / np.cosh(x_from_transfer(M_loss)[1])**2
assert loss_error > 1e-2 and gap(T_loss, T_loss_x) > 1e-3

# Continuum delta barrier g*delta(z), hbar = m = 1, from matching conditions
k_delta, g_delta = 1.0, 0.75
beta = g_delta / k_delta
waves = np.array([[1, 1], [1j * k_delta, -1j * k_delta]])
M_delta = np.linalg.solve(waves, np.array([[1, 0], [2 * g_delta, 1]]) @ waves)
M_formula = np.array([[1 - 1j * beta, -1j * beta], [1j * beta, 1 + 1j * beta]])
assert gap(M_delta, M_formula) < 1e-12
# unknowns (r, t): 1 + r = t and ik t - ik(1 - r) = 2 g t
r_d, t_d = np.linalg.solve(
    np.array([[1, -1], [1j * k_delta, 1j * k_delta - 2 * g_delta]]),
    np.array([-1, 1j * k_delta]))
T_delta = abs(t_d)**2
q_delta = np.linalg.eigvalsh(M_delta @ dag(M_delta))
x_delta = 0.5 * np.log(q_delta[1])
assert abs(T_delta - 1 / (1 + beta**2)) < 1e-12
assert abs(np.sinh(x_delta) - beta) < 1e-12
assert abs(T_delta - 1 / np.cosh(x_delta)**2) < 1e-12

print("Units: energy in hopping, length in lattice spacing, hbar = 1")
print(f"Channels N = {N}, energy E = {E} hopping")
print(f"Magnetic phase per plaquette = {FLUX} rad")
for j, e in enumerate(ONSITE, 1):
    print(f"On-site energies, slice {j} (hopping): {show(e, 1)}")
print("Transverse mode energies (hopping):", show(mode_energy, 4))
print("Wave numbers k (rad per spacing):", show(k, 4))
print("Velocities v (hopping*spacing/hbar):", show(v, 4))
print(f"Net flux from chosen amplitudes (1/time unit): {net_flux:.6f}")
print(f"Smallest, largest bond current: {show([currents.min(), currents.max()])}")
print(f"Number of bonds checked: {len(currents)}")
print(f"Largest entry of |S^dag S - 1|: {unitarity_error:.1e}")
print(f"Largest entry of |t' - t^T| (time reversal broken): {asymmetry:.4f}")
print(f"Largest entry of |M(recursion) - M(from S)|: {block_error:.1e}")
print(f"Largest entry of |M^dag Z M - Z|: {pseudo_error:.1e}")
print(f"Largest entry of |M Z M^dag - Z|: {pseudo_error_2:.1e}")
print("Eigenvalues of M M^dag:", show(q))
print("Products of paired eigenvalues:", show(pair_products[:N], 8))
print("x_n from M M^dag:", show(x))
print("T_n = 1/cosh^2 x_n:", show(T_from_x))
print("T_n from t t^dag (linear solve):", show(T))
print("T_n from t'^dag t' (linear solve):", show(T_reverse))
print(f"Sum of T_n: {T.sum():.6f}")
print(f"One-mode barrier: height {barrier_height} hopping, {barrier_slices} slices")
print("One-mode barrier, eigenvalues of M M^dag:", show(q_open))
print("One-mode barrier, T_n from t t^dag:", show(T_open))
print(f"One-mode barrier, eigenvalues equal to 1: {unit_count}")
print(f"No flux normalization, largest |M^dag Z M - Z|: {raw_error:.4f}")
print("No flux normalization, 1/cosh^2 x_n (wrong):", show(T_raw))
print(f"Absorption strength (hopping): {ABSORPTION}")
print(f"Absorbing strip, largest |M^dag Z M - Z|: {loss_error:.4f}")
print("Absorbing strip, eigenvalues of t t^dag:", show(T_loss))
print("Absorbing strip, 1/cosh^2 x_n (wrong):", show(T_loss_x))
print(f"Delta barrier (hbar = m = 1): k = {k_delta}, g = {g_delta}, beta = {beta}")
print("Delta barrier, eigenvalues of M M^dag:", show(q_delta))
print(f"Delta barrier: x = {x_delta:.6f}, T = {T_delta:.6f}")
print("PASS")
```

Output:

```
Units: energy in hopping, length in lattice spacing, hbar = 1
Channels N = 3, energy E = 0.3 hopping
Magnetic phase per plaquette = 0.7 rad
On-site energies, slice 1 (hopping): 0.8 -0.5 0.3
On-site energies, slice 2 (hopping): -0.9 0.6 1.0
On-site energies, slice 3 (hopping): 0.4 -1.2 0.7
On-site energies, slice 4 (hopping): -0.3 0.9 -0.6
Transverse mode energies (hopping): -1.4142 -0.0000 1.4142
Wave numbers k (rad per spacing): 2.6004 1.7214 0.9799
Velocities v (hopping*spacing/hbar): 1.0303 1.9774 1.6609
Net flux from chosen amplitudes (1/time unit): 0.960000
Smallest, largest bond current: 0.960000 0.960000
Number of bonds checked: 7
Largest entry of |S^dag S - 1|: 6.7e-16
Largest entry of |t' - t^T| (time reversal broken): 0.9216
Largest entry of |M(recursion) - M(from S)|: 3.5e-15
Largest entry of |M^dag Z M - Z|: 4.9e-15
Largest entry of |M Z M^dag - Z|: 6.2e-15
Eigenvalues of M M^dag: 0.022033 0.065218 0.322507 3.100708 15.333114 45.387107
Products of paired eigenvalues: 1.00000000 1.00000000 1.00000000
x_n from M M^dag: 0.565815 1.365007 1.907614
T_n = 1/cosh^2 x_n: 0.737570 0.229907 0.084372
T_n from t t^dag (linear solve): 0.737570 0.229907 0.084372
T_n from t'^dag t' (linear solve): 0.737570 0.229907 0.084372
Sum of T_n: 1.051849
One-mode barrier: height 1.5 hopping, 3 slices
One-mode barrier, eigenvalues of M M^dag: 0.104010 1.000000 1.000000 1.000000 1.000000 9.614496
One-mode barrier, T_n from t t^dag: 1.000000 1.000000 0.341340
One-mode barrier, eigenvalues equal to 1: 4
No flux normalization, largest |M^dag Z M - Z|: 2.9003
No flux normalization, 1/cosh^2 x_n (wrong): 0.710930 0.260843 0.071628
Absorption strength (hopping): 0.2
Absorbing strip, largest |M^dag Z M - Z|: 4.6555
Absorbing strip, eigenvalues of t t^dag: 0.292352 0.127452 0.046006
Absorbing strip, 1/cosh^2 x_n (wrong): 0.561275 0.191156 0.077287
Delta barrier (hbar = m = 1): k = 1.0, g = 0.75, beta = 0.75
Delta barrier, eigenvalues of M M^dag: 0.250000 4.000000
Delta barrier: x = 0.693147, T = 0.640000
PASS
```
